# Diffusion needed to smooth a standing wave in photoresist

## Problem

Light reflected from the substrate interferes with the incoming light, and the exposure leaves a periodic depth modulation in a resist film. Let $c(z,t)$ be the concentration of the species that the exposure has patterned and that can move during the subsequent bake: the acid in a chemically amplified resist, or the photoactive compound in a conventional one. The height $z$ is measured from the substrate, where the modulation is assumed to have an extremum. At the start of the bake

$$
c(z,0)=c_0+A_0\cos kz,\qquad k=\frac{2\pi}{p},\qquad p=57\ \text{nm},
$$

with $0<A_0\le c_0$. During the bake the species diffuses with a constant diffusivity $D$, and it is neither produced nor consumed.

**(a)** Show that diffusion spreads the profile with a Gaussian kernel, and express the standard deviation $\sigma$ of that kernel in terms of $D$ and the bake time $t$.

**(b)** Show that the amplitude of the modulation falls to ten percent of its initial value when $\sigma$ is about 19.5 nm.

**(c)** Find the diffusivity that achieves this in a 60 s bake, and the effect of a ten percent error in $\sigma$.

**(d)** State when the result holds up to the surfaces of the film, and work out a case in which it does not.

"Ten percent" refers to the ratio $A(t)/A_0$ of the amplitudes. It does not refer to the contrast $A(t)/c_0$. If the profile starts as $0.5+0.3\cos kz$ in some unit, the target is $0.5+0.03\cos kz$, whose contrast is 0.06.

## Hints

1. Find how a unit amount of material released at one point spreads. The diffusion equation is linear, so a general initial profile can be treated as a sum of such releases.
2. Write $\cos k(z-s)$ as a sum of two products. One of them integrates to zero against an even kernel.
3. The remaining integral can be found without tables: differentiate it with respect to $k$, then integrate by parts.
4. For the surfaces, use the condition that no material leaves the film. What does it say about the slope of the profile there?

## Solution

### (a) The kernel and its width

Away from the surfaces the concentration obeys

$$
\frac{\partial c}{\partial t}=D\,\frac{\partial^2 c}{\partial z^2}.
$$

Consider the function

$$
G(s,t)=\frac{1}{\sqrt{4\pi Dt}}\,\exp\!\left(-\frac{s^2}{4Dt}\right).
$$

Its time derivative has one contribution from the prefactor and one from the exponent:

$$
\frac{\partial G}{\partial t}=\left(-\frac{1}{2t}+\frac{s^2}{4Dt^2}\right)G .
$$

Its space derivatives are

$$
\frac{\partial G}{\partial s}=-\frac{s}{2Dt}\,G,\qquad
\frac{\partial^2 G}{\partial s^2}=\left(-\frac{1}{2Dt}+\frac{s^2}{4D^2t^2}\right)G .
$$

Multiplying the last expression by $D$ reproduces $\partial G/\partial t$, so $G$ solves the diffusion equation. Its integral over $s$ is one at all times $t>0$, and its width shrinks to zero as $t\to0$. It therefore describes a unit amount released at the point $s=0$.

The initial profile is a collection of releases, with the amount $c(z',0)\,dz'$ at each $z'$. Adding their contributions at $z$ and setting $s=z-z'$ gives

$$
c(z,t)=\int_{-\infty}^{\infty}G(s,t)\,c(z-s,0)\,ds .
$$

A normal distribution of standard deviation $\sigma$ has the exponent $-s^2/(2\sigma^2)$. Comparison with $-s^2/(4Dt)$ gives

$$
\sigma^2=2Dt,\qquad \sigma=\sqrt{2Dt}.
$$

### (b) The amplitude and the required spread

Insert the initial profile. The constant $c_0$ is unchanged, because $G$ integrates to one. For the cosine use

$$
\cos k(z-s)=\cos kz\,\cos ks+\sin kz\,\sin ks .
$$

The kernel is even in $s$ and $\sin ks$ is odd, so the second product integrates to zero. What remains is

$$
c(z,t)=c_0+A_0H\cos kz,\qquad H(k)=\int_{-\infty}^{\infty}G(s)\cos ks\,ds .
$$

The modulation keeps its period and its phase, and its amplitude is multiplied by $H$. To find $H$, differentiate under the integral:

$$
\frac{dH}{dk}=-\int_{-\infty}^{\infty}s\,G(s)\sin ks\,ds .
$$

The slope of the Gaussian is $G'(s)=-(s/\sigma^2)G(s)$, so $sG=-\sigma^2G'$. Hence

$$
\frac{dH}{dk}=\sigma^2\int_{-\infty}^{\infty}G'(s)\sin ks\,ds
=\sigma^2\Big[G\sin ks\Big]_{-\infty}^{\infty}-k\sigma^2\int_{-\infty}^{\infty}G(s)\cos ks\,ds .
$$

The bracket vanishes because $G$ does so at both ends. The last integral is $H$ itself, so

$$
\frac{dH}{dk}=-k\sigma^2H,\qquad H(0)=1,
$$

where the starting value is again the normalization of $G$. Integrating $d(\ln H)=-\sigma^2k\,dk$ from zero gives

$$
H=\exp\!\left(-\frac{k^2\sigma^2}{2}\right)=\exp\!\left(-\frac{2\pi^2\sigma^2}{p^2}\right).
$$

The diffusion equation shows the same decay directly. Two derivatives of $\cos kz$ return $-k^2\cos kz$, so the amplitude obeys $dA/dt=-Dk^2A$ and falls as $e^{-Dk^2t}$. With $Dt=\sigma^2/2$ this is the factor $H$. The rate contains $k^2$ because a shorter period gives both a steeper gradient, hence a larger flux, and a shorter distance over which material has to move.

This second form also covers a bake with a changing temperature. If $D$ depends on time but not on position or concentration, the exponent becomes $-k^2\int_0^t D\,dt'$, and the result stands with $\sigma^2=2\int_0^t D\,dt'$. If $D$ depends on the concentration, the equation is no longer linear, and the superposition used in part (a) fails.

Now require $H=r$ with $r<1$. Taking the logarithm,

$$
\frac{k^2\sigma^2}{2}=\ln\frac1r
\quad\Longrightarrow\quad
\sigma=\frac1k\sqrt{2\ln\frac1r}=\frac{p}{2\pi}\sqrt{2\ln\frac1r}.
$$

For $r=0.1$ the logarithm is 2.3026, and $k=2\pi/(57\ \text{nm})=0.11023\ \text{nm}^{-1}$. Therefore

$$
\sigma=\frac{\sqrt{2\times2.3026}}{0.11023\ \text{nm}^{-1}}
=\frac{2.146}{0.11023\ \text{nm}^{-1}}=19.47\ \text{nm}\approx19.5\ \text{nm},
$$

which was to be shown. In units of the period, $\sigma=0.3415\,p$. A spread of about one third of a period is enough because the kernel then reaches well into the neighbouring half-periods, where the modulation has the opposite sign.

The formula for $H$ gives these remaining fractions for other spreads:

| $\sigma$ (nm) | $A/A_0$ |
|---|---|
| 5 | 0.859 |
| 10 | 0.545 |
| 15 | 0.255 |
| 19.5 | 0.099 |
| 25 | 0.022 |
| 30 | 0.004 |

For small $\sigma$ the exponential can be expanded, $H\approx1-k^2\sigma^2/2$. The loss starts quadratically, so the first few nanometres of spread achieve little. At large $\sigma$ the fall is that of a Gaussian, and a few more nanometres remove most of what is left.

### (c) Diffusivity, tolerance and conventions

From $\sigma^2=2Dt$ with $t=60$ s,

$$
D=\frac{\sigma^2}{2t}=\frac{(19.468\ \text{nm})^2}{2\times60\ \text{s}}=3.16\ \text{nm}^2/\text{s}.
$$

For a small error in $\sigma$, differentiate $\ln H=-k^2\sigma^2/2$:

$$
\frac{dH}{H}=-k^2\sigma^2\,\frac{d\sigma}{\sigma}=-2\ln\frac1r\,\frac{d\sigma}{\sigma}=-4.61\,\frac{d\sigma}{\sigma}\qquad(r=0.1).
$$

A relative error in the spread is thus magnified more than fourfold in the remaining amplitude. For a finite error, replace $\sigma$ by $f\sigma$. The exponent is multiplied by $f^2$, so the remaining fraction is $r^{f^2}$. A spread ten percent too small leaves $0.1^{0.81}=0.155$, and one ten percent too large leaves $0.1^{1.21}=0.062$.

The name "diffusion length" is given to more than one quantity. For the bake found here,

$$
\sqrt{Dt}=13.8\ \text{nm},\qquad \sqrt{2Dt}=19.5\ \text{nm},\qquad 2\sqrt{Dt}=27.5\ \text{nm}.
$$

The three numbers describe the same process, and only the middle one is the standard deviation. The difference matters. If a resist is specified by $2\sqrt{Dt}=19.5$ nm, its $\sigma$ is smaller than required by a factor $\sqrt2$. Then $f^2=1/2$, and the remaining fraction is $\sqrt{0.1}$, or about 32 percent.

The smoothing has a price. If diffusion is equally fast in all directions, a sinusoidal lateral pattern of pitch $P$ that is uniform in depth decays by the same law with $P$ in place of $p$. It keeps the fraction $\exp(-2\pi^2\sigma^2/P^2)=r^{(p/P)^2}$. The standing wave can be removed with little damage to the pattern only if $P$ is considerably larger than $p$.

### (d) The surfaces of the film

The convolution in part (a) assumes an unlimited medium. Suppose that the film occupies $0<z<L$ and that neither surface lets the species through. The flux $-D\,\partial c/\partial z$ must then vanish at both. The solution of part (b) has the slope $-kA_0H\sin kz$. This is zero at $z=0$, and it is zero at $z=L$ if

$$
kL=m\pi,\qquad\text{that is,}\qquad L=\frac{mp}{2},\quad m=1,2,3,\dots
$$

In such a film the solution satisfies the diffusion equation, the initial condition and both surface conditions. The reduction to ten percent then holds at every depth. A film of five periods, 285 nm, is an example.

This rule for $L$ relies on the assumed extremum at the substrate. A minimum there instead of a maximum only changes the sign of $A_0$. An absorbing substrate, however, generally shifts the phase of the reflected light, and the modulation becomes $A_0\cos(kz+\varphi)$. Its slope at $z=0$ is $-kA_0\sin\varphi$, which is not zero unless $\varphi$ is a multiple of $\pi$. The bulk result then fails near the substrate, whatever the thickness of the film.

The opposite case is a film whose top surface cuts the wave where the cosine is zero. Take $L=5.25\,p=299.25$ nm and let $x=L-z$ be the depth below the top. Here $\cos kL=0$ and $\sin kL=1$, so the initial modulation is

$$
A_0\cos k(L-x)=A_0\sin kx .
$$

Its slope at $x=0$ is not zero. The surface condition can be met by adding a mirror image of the film above the surface, which makes the initial profile even in $x$: the modulation becomes $A_0\sin k|x|$ and then spreads as in an unlimited medium. The substrate lies about fifteen $\sigma$ away and has no noticeable influence at the top. At the surface the modulation after the bake is therefore $A_0S$, with

$$
S(k)=2\int_0^\infty G(s)\sin ks\,ds .
$$

The method used for $H$ works again, but the boundary term now survives at $s=0$:

$$
\frac{dS}{dk}=2\int_0^\infty sG\cos ks\,ds=-2\sigma^2\int_0^\infty G'\cos ks\,ds
=2\sigma^2G(0)-k\sigma^2S .
$$

With $G(0)=1/(\sigma\sqrt{2\pi})$ the first term is $\sigma\sqrt{2/\pi}$. Multiplying the equation by $e^{k^2\sigma^2/2}$ turns the terms with $S$ into a single derivative:

$$
\frac{d}{dk}\left(e^{k^2\sigma^2/2}S\right)=\sigma\sqrt{\frac2\pi}\;e^{k^2\sigma^2/2}.
$$

Integrate from zero, where $S=0$, and substitute $u=q\sigma/\sqrt2$ for the integration variable $q$:

$$
S=\sigma\sqrt{\frac2\pi}\,e^{-k^2\sigma^2/2}\int_0^k e^{q^2\sigma^2/2}\,dq
=\frac{2}{\sqrt\pi}\,F\!\left(\frac{k\sigma}{\sqrt2}\right),\qquad
F(y)=e^{-y^2}\int_0^y e^{u^2}du .
$$

The function $F$ is Dawson's integral. For the ten percent spread its argument is $\sqrt{\ln10}$, and numerical evaluation gives $S=0.478$. The bulk formula would give zero at this point. The surface concentration thus ends up above $c_0$ by almost half of the original amplitude. The reason is visible in the mirrored profile: the half-period next to the surface has a positive modulation, and its neighbour across the surface is its own image, with the same sign. The nearest material with a negative modulation begins half a period away, at about $1.5\,\sigma$, and cancels only a small part of the excess.

The disturbance is local. At a depth $d$ the mirrored profile differs from the continued sine wave only through material beyond the surface, where the difference is $2A_0\sin k|x|$. The deviation from the bulk result is therefore

$$
2A_0\int_d^\infty G(s)\sin k(s-d)\,ds ,
$$

and its magnitude cannot exceed $2A_0\int_d^\infty G\,ds$, which falls rapidly once $d$ exceeds $\sigma$. A numerical solution of the diffusion equation in this film, with the depth divided into cells of about 0.7 nm and no flux through the surfaces, gives a deviation of $0.024\,A_0$ at $d=2\sigma$. That is about a quarter of the amplitude $0.1\,A_0$ remaining in the bulk.

## Variation 1: an exposure that saturates

**Question.** The exposure converts the fraction

$$
h(z)=1-\exp\!\left[-E(1+V\cos kz)\right],\qquad E=1,\quad V=0.6,
$$

of a photosensitive compound, where $E$ is the mean dose in dimensionless form. The product diffuses with $\sigma=19.47$ nm. Does its modulation still fall to ten percent?

**Solution.** The profile is even and periodic but not a pure cosine. It is a sum of harmonics,

$$
h(z)=a_0+\sum_{m\ge1}a_m\cos mkz .
$$

Diffusion is linear and acts on each harmonic separately. The result of part (b) applies with $mk$ in place of $k$, so harmonic $m$ is multiplied by

$$
e^{-m^2k^2\sigma^2/2}=H^{m^2}.
$$

The fundamental falls to 0.1 as before, and the second harmonic falls to $10^{-4}$ of its own initial value.

The difference between the values at $z=0$ and $z=p/2$, the initial extrema, behaves slightly differently. Since $\cos m\pi=(-1)^m$, even harmonics cancel in it and odd ones count twice. The remaining fraction of this swing is

$$
\frac{\sum_{m\ \text{odd}}a_mH^{m^2}}{\sum_{m\ \text{odd}}a_m}.
$$

To estimate it, put $w=EV=0.6$ and $\theta=kz$. Apart from the common factor $e^{-E}$, the odd part of $-e^{-w\cos\theta}$ in powers of the cosine is

$$
w\cos\theta+\frac{w^3}{6}\cos^3\theta+\dots,\qquad
\cos^3\theta=\frac{3\cos\theta+\cos3\theta}{4}.
$$

To this order $a_1\propto w+w^3/8=0.627$ and $a_3\propto w^3/24=0.009$. The third harmonic is practically erased, so the swing falls to $0.1\times0.627/0.636=0.0986$. Numerical convolution of the full profile gives 0.09855; the small difference comes from the neglected higher powers of $w$. The saturation changes the required spread very little in this example.

## Variation 2: the acid is smooth, but is the polymer?

**Question.** In a chemically amplified resist the developer responds to the fraction $M$ of polymer groups that are still protected. Let the acid remove them throughout the bake according to

$$
\frac{\partial M}{\partial t}=-\kappa\,c(z,t)\,M,\qquad M(z,0)=1,
$$

with constant $\kappa$. The polymer does not move, and the acid is not consumed. How strongly is $\ln M$ modulated when the acid has reached ten percent?

**Solution.** Divide by $M$, integrate over time, and insert the bulk solution for the acid:

$$
-\ln M=\kappa\int_0^t c(z,t')\,dt'=\kappa t\left[c_0+A_0R\cos kz\right],\qquad
R=\frac1t\int_0^t e^{-k^2Dt'}dt' .
$$

The factor $R$ compares the modulation of $\ln M$ with what it would be after the same bake without diffusion. With $a=k^2Dt=k^2\sigma^2/2$ the integral is

$$
R=\frac{1-e^{-a}}{a}.
$$

At $\sigma=19.47$ nm we have $e^{-a}=0.1$ and $a=2.3026$, so $R=0.9/2.3026=0.391$. The acid modulation has dropped to ten percent, but that of $\ln M$ is still at 39 percent. The polymer keeps a record of the early part of the bake, when the acid was strongly modulated.

To reach $R=0.1$ we need $1-e^{-a}=0.1\,a$. The exponential is negligible near the solution, so $a\approx10$ and

$$
\sigma=\frac{\sqrt{2a}}{k}\approx\frac{\sqrt{20}}{0.11023\ \text{nm}^{-1}}=40.6\ \text{nm}.
$$

This is about twice the spread found in part (b). For large $a$ the factor falls as $1/a$, that is, as $1/\sigma^2$, instead of exponentially.

How the larger spread is obtained matters if $\kappa$, $c_0$ and $A_0$ are all held fixed. The amplitude of the modulation of $\ln M$ is

$$
\kappa A_0\,tR=\frac{\kappa A_0}{k^2D}\left(1-e^{-k^2Dt}\right).
$$

At fixed $D$, $\kappa$ and $A_0$ it rises with time towards a constant, and a longer bake lowers $R$ only because the modulation without diffusion, $\kappa A_0t$, keeps growing. The mean of $-\ln M$, which is $\kappa c_0t$, grows as well, so the ratio of modulation to mean is $(A_0/c_0)R$ and depends on the bake only through $\sigma$. If the mean deprotection is kept fixed by scaling $c_0$ and $A_0$ down together, a longer bake and a larger diffusivity that give the same $\sigma$ reduce the modulation equally. In a real resist a hotter bake raises $\kappa$ as well as $D$, and at a fixed amount of acid the amplitude for large $a$ follows $\kappa/D$, so it need not fall. The value of 19.5 nm therefore describes the smoothing of the diffusing species. It is not sufficient for the deprotection profile when the reaction runs during the whole bake.

Numbers in the example were calculated in double precision.
